# High-spin octahedral ligand-field stabilisation and the two-humped hydration curve, part 1

(Sections cited here and not found follow in the second part.)

## First half: the d shell in an octahedral field

### Definitions and conventions

A divalent ion of the first transition row carries \(n\) electrons in its 3d shell, with \(n=0\) for Ca\(^{2+}\) and \(n=10\) for Zn\(^{2+}\). Six equal ligands lie at distance \(a\) from the nucleus on the axes \(\pm x,\pm y,\pm z\). The algebra uses atomic units, in which an electron has charge \(-1\). Numerical energies are in eV and lengths in angstrom.

The five d orbitals divide into two sets. The set \(t_{2g}\) contains \(xy\), \(yz\) and \(zx\), whose lobes point between the ligands. The set \(e_g\) contains \(x^2-y^2\) and \(2z^2-x^2-y^2\), whose lobes point at them. Their energy difference is \(\Delta=E(e_g)-E(t_{2g})\), also written \(10Dq\). The mean of the five orbital energies is the zero of the ligand-field energy.

The stabilisation \(E_{LF}(n)\) is the ground-state energy of the d shell in this field minus that of the same shell without it. A negative value means that the complex is stabilised. "High-spin" means that the total spin is the largest which \(n\) electrons in five orbitals allow.

The model has one value of \(\Delta\) for all ions and an undistorted octahedron. Spin-orbit coupling is left out. The repulsion between d electrons is that of a spherical ion.

### The potential of six ligands

Let each ligand first be a point charge \(-q\). It repels an electron, so the potential energy is positive:

\[
V(\mathbf r)=q\sum_{i=1}^{6}\frac{1}{|\mathbf r-\mathbf R_i|}.
\]

For \(r<a\), the ligand on the positive \(x\) axis contributes

\[
\frac{1}{|\mathbf r-a\hat{\mathbf x}|}
=\sum_{k=0}^{\infty}\frac{r^k}{a^{k+1}}P_k\!\left(\frac{x}{r}\right),
\]

where \(P_k\) is a Legendre polynomial. The ligand at \(-a\hat{\mathbf x}\) gives the same series with \(x\to-x\). Odd terms cancel in the pair and even terms double. The terms needed are as follows.

For \(k=0\), six ligands give \(6q/a\).

For \(k=2\), with \(P_2(u)=(3u^2-1)/2\), the three axes give

\[
\frac{2q}{a^3}\,\frac{3(x^2+y^2+z^2)-3r^2}{2}=0 .
\]

For \(k=4\), with \(P_4(u)=(35u^4-30u^2+3)/8\), they give

\[
\frac{2q}{a^5}\,\frac{35(x^4+y^4+z^4)-30r^4+9r^4}{8}
=\frac{35q}{4a^5}\left(x^4+y^4+z^4-\frac35r^4\right).
\]

Terms with \(k>4\) have no matrix elements between d orbitals. The product of two d functions is a polynomial of degree four in \(x,y,z\), times a radial factor. Its angular part therefore contains spherical harmonics up to order four, and these are orthogonal to those of higher order. Within the d shell and for \(r<a\), the potential is thus

\[
V=\frac{6q}{a}+\frac{35q}{4a^5}\left(x^4+y^4+z^4-\frac35r^4\right).
\]

If part of the orbital lies beyond the ligands, \(r^4/a^5\) becomes \(a^4/r^5\) there. This changes the size of the splitting but not its angular pattern.

### The orbital energies

The angular averages follow from a Gaussian integral. With weight \(e^{-r^2/2}\), the average of \(x^{2i}y^{2j}z^{2k}\) factorises into \((2i-1)!!\,(2j-1)!!\,(2k-1)!!\). The same Gaussian gives \((2N+1)!!\) for the average of \(r^{2N}\), where \(N=i+j+k\). Dividing removes the radial part and leaves the average over the unit sphere:

\[
\left\langle x^{2i}y^{2j}z^{2k}\right\rangle
=\frac{(2i-1)!!\,(2j-1)!!\,(2k-1)!!}{(2N+1)!!},\qquad (-1)!!=1.
\]

The density of the \(xy\) orbital is proportional to \(x^2y^2\), with average \(1/15\). On the unit sphere,

\[
\frac{\langle x^2y^2(x^4+y^4+z^4)\rangle}{\langle x^2y^2\rangle}
=15\,\frac{15+15+3}{945}=\frac{11}{21}.
\]

Subtracting \(3/5\) gives \(-8/105\). The orbitals \(yz\) and \(zx\) follow by renaming the axes.

For \(x^2-y^2\), the density is proportional to \(x^4-2x^2y^2+y^4\), with average \((3-2+3)/15=4/15\). Since \(\langle x^4(x^4+y^4+z^4)\rangle=(105+9+9)/945\),

\[
\frac{\langle(x^2-y^2)^2(x^4+y^4+z^4)\rangle}{\langle(x^2-y^2)^2\rangle}
=\frac{15}{4}\,\frac{123+123-2(33)}{945}=\frac57 .
\]

Subtracting \(3/5\) gives \(4/35=12/105\).

The other \(e_g\) orbital has the same energy. Write \(u=x^2-y^2\) and \(t=(2z^2-x^2-y^2)/\sqrt3\), which have equal norms. Then

\[
y^2-z^2=-\tfrac12u-\tfrac{\sqrt3}{2}t .
\]

Exchanging \(x\) and \(y\) reverses \(u\) but not \(t\), so \(V\) does not couple them. Hence \(E(y^2-z^2)=\tfrac14E_u+\tfrac34E_t\). Cubic symmetry makes \(y^2-z^2\) equivalent to \(x^2-y^2\), so the left side is \(E_u\), and therefore \(E_t=E_u\).

The remaining off-diagonal elements also vanish. Each \(t_{2g}\) orbital changes sign under two of the reflections \(x\to-x\), \(y\to-y\), \(z\to-z\), with a different two for each orbital. The \(e_g\) orbitals change sign under none. Some reflection therefore separates every remaining pair.

With \(\langle r^4\rangle\) the radial average over the 3d orbital, the splitting is

\[
\Delta=\frac{35q\langle r^4\rangle}{4a^5}\left(\frac{12}{105}+\frac{8}{105}\right)
=\frac{5q\langle r^4\rangle}{3a^5}.
\]

Relative to the mean, the levels are in the ratio \(-8:12\), with total separation 20:

\[
E(t_{2g})=-\frac25\Delta,\qquad E(e_g)=+\frac35\Delta .
\]

The mean is preserved because \(3(-2/5)+2(3/5)=0\). The constant \(6q/a\) acts equally on every d electron and belongs to the smooth part of the hydration energy.

A direct integration of the full potential tests this result. It used six unit charges at \(a=4\) and a radial function proportional to \(r^2e^{-5r}\), for which \(\langle r^4\rangle=0.504\) in atomic units. The integration and the formula both give 0.02232 eV.

### Why the splitting must be supplied

A water molecule turns the negative end of its dipole towards the ion. Place \(-q\) at \(a\) and \(+q\) at \(a+\delta\), with \(\mu=q\delta\). For small \(\delta\) the two splittings subtract:

\[
\Delta_{\rm dip}=-\delta\,\frac{d}{da}\left(\frac{5q\langle r^4\rangle}{3a^5}\right)
=\frac{25\mu\langle r^4\rangle}{3a^6}.
\]

An unrestricted Hartree-Fock calculation of free Mn\(^{2+}\) in the def2-TZVP basis gives \(\langle r^4\rangle=0.420\) Å\(^4\). A larger basis lowers this to about 0.414 Å\(^4\), which does not change the two digits of the result below. With the rough values \(\mu=0.39\) e Å and \(a=2.1\) Å, and with \(e^2/4\pi\epsilon_0=14.4\) eV Å,

\[
\Delta_{\rm dip}=\frac{25(0.39)(0.420)}{3(2.1)^6}(14.4)\ {\rm eV}=0.23\ {\rm eV}.
\]

The rough value adopted for aqua dications is 1.05 eV, more than four times larger. The point-dipole model leaves out the finite separation of the charges in the molecule, which would lower this value further. It also leaves out orbital overlap, covalent bonding and the polarisation of the water. It is therefore used for the symmetry pattern, not for the size of \(\Delta\). The pattern survives this change, because cubic symmetry still leaves one threefold and one twofold level. The positions \(-2\Delta/5\) and \(+3\Delta/5\) follow from taking the mean as zero.

### Filling the orbitals with parallel spins

For \(n\le5\), a high-spin state can be taken with all spins up, so each orbital holds at most one electron. Leaving aside for the moment any mixing by electron repulsion, the lowest filling has \(n_t\) electrons in \(t_{2g}\) and \(n_e\) in \(e_g\):

\[
E_{LF}=\left(-\frac25n_t+\frac35n_e\right)\Delta .
\]

The coefficients from d\(^0\) to d\(^5\) are

\[
0,\quad-\frac25,\quad-\frac45,\quad-\frac65,\quad-\frac35,\quad0 .
\]

A shell with one up electron in each d orbital is spherical. With \(u\) and \(t\) as above, the five squared angular functions add, apart from a common factor, to

\[
x^2y^2+y^2z^2+z^2x^2+\frac{u^2+t^2}{4}=\frac{r^4}{3},
\]

because \((u^2+t^2)/4=(x^4+y^4+z^4-x^2y^2-y^2z^2-z^2x^2)/3\). For \(n=5+m\), the \(m\) down electrons therefore feel the same repulsion from the up shell in every d orbital. They have no exchange energy with it, since their spins are opposite. The problem for d\(^{5+m}\) is that for d\(^m\) plus a constant, and the sequence repeats.

Six octahedral ligands split the d shell into \(t_{2g}\) at \(-2\Delta/5\) and \(e_g\) at \(+3\Delta/5\), and simple high-spin filling gives stabilisation coefficients that repeat after d\(^5\). It remains to find where electron repulsion changes these coefficients, and to apply the result to the hydration energies.
